# Jamming Coverage of Dissociative Adsorption on a Chain

## The situation

Molecular oxygen is let into a plasma reactor before the discharge is lit. It meets a clean surface whose adsorption sites lie in parallel rows. A molecule that sticks breaks up, and its two atoms take two neighboring vacant sites of one row. If the atoms cannot move or leave, some sites eventually stand vacant between filled neighbors. No molecule can use such a site, however long the gas is present. What fraction of the surface is filled when adsorption stops?

Take one row as a chain, initially empty. Each neighboring pair of sites receives adsorption attempts at random times, independently of the other pairs, at rate $k$. An attempt succeeds if both sites are vacant and otherwise does nothing. Filled sites stay filled, and no single atoms arrive. The coverage $\theta$ is the fraction of filled sites, and the final state, with no vacant pair left, is called jammed.

## Short chains

Let $V_L$ be the mean number of vacancies left on an isolated chain of $L$ sites. Clearly $V_0=0$, $V_1=1$ and $V_2=0$. On three sites either pair may be filled first, and one vacancy remains, so $V_3=1$. On four sites the three pairs are equally likely to be first. An end pair leaves two adjacent sites, which fill later; the middle pair leaves two isolated vacancies. Hence $V_4=\tfrac13\cdot2=\tfrac23$.

The same argument works for any $L\ge2$. The first molecule takes each of the $L-1$ pairs with equal probability. It leaves $i$ sites on its left and $L-2-i$ on its right, and these gaps then fill independently. Therefore

$$V_L=\frac1{L-1}\sum_{i=0}^{L-2}\left(V_i+V_{L-2-i}\right)=\frac2{L-1}\sum_{i=0}^{L-2}V_i ,$$

because the two sums contain the same terms in opposite order.

To solve this, define $G(x)=\sum_{L\ge0}V_Lx^L$ for $|x|<1$. Multiply the recursion by $(L-1)x^L$ and sum over $L\ge2$. The left side is $xG'-G$, since the terms $L=0$ and $L=1$ of $\sum(L-1)V_Lx^L$ vanish. On the right, each $V_i$ appears with $x^{i+2}+x^{i+3}+\dots=x^{i+2}/(1-x)$. Thus

$$xG'-G=\frac{2x^2}{1-x}G,\qquad
\frac{G'}{G}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac2{1-x}.$$

Integration gives $\ln G=\ln x-2x-2\ln(1-x)+\text{const}$. The constant is zero because $G\approx V_1x=x$ at small $x$:

$$G(x)=\frac{x\,e^{-2x}}{(1-x)^2}.$$

Since $x/(1-x)^2=\sum_{r\ge1}r\,x^r$, the coefficient of $x^L$ is

$$V_L=\sum_{j=0}^{L-1}(L-j)\frac{(-2)^j}{j!}.$$

For $L=4$ this is $4-6+4-\tfrac43=\tfrac23$, as found by hand.

For large $L$ the sum may be extended to infinity, because the factorial makes the added terms vanish. With $\sum_j(-2)^j/j!=e^{-2}$ and $\sum_j j(-2)^j/j!=-2e^{-2}$,

$$V_L\to(L+2)e^{-2},\qquad \frac{V_L}{L}\to e^{-2}.$$

A long chain therefore jams at coverage $1-e^{-2}$. The extra $2e^{-2}$ vacancies belong to the two ends.

## The infinite chain in time

The finite chain gives the final state but not the path to it. For the path, take the infinite chain from the start.

The process is well defined although infinitely many attempts occur in any time interval. Up to time $t$, a given pair has had no attempt with probability $e^{-kt}>0$. Such pairs occur again and again along the chain, and no influence crosses them. They cut it into finite pieces, in each of which the attempts can be put in order.

Let $P_n(t)$ be the probability that $n$ given consecutive sites are all vacant. Other sites may be in any state. Then $P_1=1-\theta$, and $P_n(0)=1$.

A vacant run of $n$ sites can be destroyed in two ways:

- A molecule lands on one of the $n-1$ pairs inside the run. All these pairs are vacant, so the loss rate is $k(n-1)P_n$.
- A molecule lands on a pair made of an end site and the site just outside. This needs $n+1$ vacant sites. There are two such pairs, so the loss rate is $2kP_{n+1}$.

No process creates vacancies. Hence, for every $n\ge1$,

$$\frac{dP_n}{dt}=-k(n-1)P_n-2kP_{n+1}.$$

Nothing has been factorized: each equation is exact for this model, but it calls on the next.

The first term is removed by writing $P_n=e^{-(n-1)kt}u_n$. Differentiation gives

$$\frac{dP_n}{dt}=-k(n-1)P_n+e^{-(n-1)kt}\frac{du_n}{dt}.$$

Comparison with the hierarchy, using $P_{n+1}=e^{-nkt}u_{n+1}$, leaves

$$\frac{du_n}{dt}=-2k\,e^{-kt}u_{n+1}.$$

Now use $s=1-e^{-kt}$ as the clock. Since $ds=k\,e^{-kt}dt$,

$$\frac{du_n}{ds}=-2u_{n+1},\qquad u_n(0)=1.$$

Neither the equations nor the starting values distinguish one $n$ from another. Try $u_n=u$ for all $n$: then $du/ds=-2u$ and $u=e^{-2s}$. This gives

$$P_n(t)=e^{-(n-1)kt}\exp\left[-2\left(1-e^{-kt}\right)\right].$$

An infinite set of equations could have other solutions, so the trial form needs a justification. Let $v_n$ be the difference between two solutions $u_n$ with the same starting values. Then $v_n(s)=-2\int_0^s v_{n+1}(s')\,ds'$. After $m$ repetitions, $|v_n(s)|$ is at most $(2s)^m/m!$ times the largest value of $|v_{n+m}|$ up to that time. Probabilities lie between 0 and 1, so two candidate $P_{n+m}$ differ by at most 1, and $|v_{n+m}|\le e^{(n+m-1)kt}$. Hence

$$|v_n|\le e^{(n-1)kt}\,\frac{\left(2s\,e^{kt}\right)^m}{m!}.$$

At fixed $t$ the right side tends to zero as $m\to\infty$, so $v_n=0$. The solution is unique among probabilities.

Setting $n=1$ gives the coverage:

$$\boxed{\theta(t)=1-\exp\left[-2\left(1-e^{-kt}\right)\right]\;\longrightarrow\;1-e^{-2}=0.8647}$$

At short times $\theta\approx2kt$, as it must be, since each site belongs to two pairs. At long times $P_2\to0$ while $P_1\to e^{-2}=0.1353$, so the remaining vacancies are isolated. This agrees with the long finite chain. The approach to jamming follows from

$$\theta(\infty)-\theta(t)=e^{-2}\left[\exp\left(2e^{-kt}\right)-1\right]\approx2e^{-2}e^{-kt}.$$

If the gas pressure changes with time, $k$ does too. Dividing the hierarchy by $k(t)$ shows that $kt$ is then replaced by $\int_0^t k\,dt'$. The jamming coverage is unchanged provided this integral grows without limit.

## A surface that is not clean at the start

Suppose each site is initially vacant with probability $q$, independently of the others, and the atoms already present are immobile. Now $P_n(0)=q^n$. The equations for $u_n$ are the same, but $u_n(0)=q^n$. The solution is $u_n=q^ne^{-2qs}$, because its derivative is $-2q\cdot q^ne^{-2qs}=-2u_{n+1}$. The uniqueness argument applies as before. At $s=1$ the final coverage is

$$\theta(\infty)=1-q\,e^{-2q}.$$

For $q=1$ the clean-surface result returns. For small $q$ the final vacancy fraction is about $q$, since most vacancies have no vacant neighbor to begin with. Between these limits, the derivative of $q\,e^{-2q}$ is $(1-2q)e^{-2q}$, so the vacancy fraction is largest at $q=\tfrac12$, where it equals $1/(2e)\approx0.18$. Random atoms already on the surface can thus lower the final coverage, because they break up pairs. The number $1-e^{-2}$ belongs to the empty start.

## Sticking during adsorption

Return to the clean start. There is one pair per site, so $kP_2$ molecules stick per site and unit time. On the empty surface this rate is $k$. The sticking probability relative to its initial value is therefore $P_2$. This assumes direct adsorption: a molecule that lands on a blocked pair leaves at once.

To express it through coverage, take the logarithm of $1-\theta=\exp[-2(1-e^{-kt})]$:

$$e^{-kt}=1+\tfrac12\ln(1-\theta).$$

Since $P_2=e^{-kt}P_1$,

$$P_2=(1-\theta)\left[1+\tfrac12\ln(1-\theta)\right].$$

At low coverage $P_2\approx1-\tfrac32\theta$. The factor can be counted directly: there are $\theta/2$ molecules per site, and an isolated one blocks three pairs, its own and one on each side.

If vacancies were uncorrelated, the result would be $(1-\theta)^2\approx1-2\theta$. The two laws compare as follows.

| $\theta$ | $P_2$ | $(1-\theta)^2$ |
|---|---:|---:|
| 0.2 | 0.711 | 0.640 |
| 0.5 | 0.327 | 0.250 |
| 0.8 | 0.039 | 0.040 |

Atoms arrive in adjacent pairs, so at first they spoil fewer vacant pairs than the same number of scattered atoms would. Near jamming the order reverses, because the vacancies that survive are mostly isolated. The curves cross where $1+\tfrac12\ln(1-\theta)=1-\theta$; numerical root finding gives $\theta=0.797$. The uncorrelated law also misses jamming: $d\theta/dt=2k(1-\theta)^2$ integrates to $\theta=2kt/(1+2kt)$, which tends to 1.

## Numbers for an oxygen fill

Take a pressure $p=10$ mTorr, temperature $T=300$ K, molecular mass $M=32$ u, initial sticking probability $S_0=0.01$ and area per site $A=0.15$ nm². These are rough values for a model surface, not data for a particular material. The pressure is taken as constant from $t=0$.

The flux is the gas density $p/k_BT$ times the one-way mean of the velocity normal to the surface, $\sqrt{k_BT/2\pi M}$:

$$\Gamma=\frac{p}{\sqrt{2\pi Mk_BT}}=3.59\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

With $A=1.5\times10^{-15}$ cm², each site area receives $\Gamma A=5378$ impacts per second. Then

$$k=S_0\Gamma A=0.01\times5378\ \text{s}^{-1}=53.8\ \text{s}^{-1},\qquad 1/k=18.6\ \text{ms}.$$

At 20 ms, for example, $kt=1.076$ and $e^{-kt}=0.341$. The coverage is $1-\exp(-2\times0.659)=0.732$, and the sticking probability is $0.01\times0.341\times0.268=9.1\times10^{-4}$.

| $t$ (ms) | $\theta$ | Sticking probability |
|---:|---:|---:|
| 5 | 0.376 | $4.8\times10^{-3}$ |
| 20 | 0.732 | $9.1\times10^{-4}$ |
| 50 | 0.845 | $1.1\times10^{-4}$ |
| 100 | 0.863 | $6.3\times10^{-6}$ |

Putting $\theta=0.99(1-e^{-2})$ into the relation for $e^{-kt}$ gives 64.6 ms to reach 99% of the jamming coverage. Between 50 and 100 ms the coverage changes by only 0.018, while sticking falls by a factor of about 17. A nearly constant coverage therefore does not mean constant sticking.

## What moves the answer

**Repulsion.** Suppose each filled site next to a vacant pair raises its adsorption barrier by 0.02 eV. At 300 K its rate is then multiplied by $\gamma=e^{-0.02\,\text{eV}/k_BT}=0.461$ per such neighbor. Consider a gap of $L\ge4$ vacant sites between filled ones. Its two end pairs have rate $\gamma k$ and its $L-3$ inner pairs have rate $k$. Weighting the first landing by these rates gives

$$(L-3+2\gamma)V_L=2\sum_{i=1}^{L-3}V_i+2\gamma V_{L-2},$$

with $V_1=V_3=1$ and $V_2=0$. For a long gap, the increase of $V_L$ per added site is the vacancy fraction. Iterating numerically to $L=400$ gives a jamming coverage of 0.843, lower by 0.021. The gap of four sites shows one way this happens: $V_4=2/(1+2\gamma)$ grows as $\gamma$ falls, because landing in the middle strands two vacancies.

The last vacant pairs, with filled sites on both sides, now fill at rate $\gamma^2k$, or in about 87 ms. An exposure of 1 s is still long enough to reach jamming.

**Row ends.** A row of 50 sites keeps $52e^{-2}$ vacancies on average. Its coverage is $1-52e^{-2}/50=0.859$, lower than the infinite-chain value by 0.005.

**Other thermal events.** The next estimates use chosen barriers and a 1 s exposure at 300 K. They count events and are not corrections to the coverage.

- If a molecule bridging two rows needs 0.25 eV more than one within a row, and there is one such pair per site, there are $3.4\times10^{-3}$ cross-row attempts per site.
- With an attempt frequency of $10^{13}$ s⁻¹ and a hopping barrier of 1 eV, an atom free to hop either way makes about $3\times10^{-4}$ hops.
- With the same frequency and a barrier of 2 eV, recombinative desorption has a rate of $2.5\times10^{-21}$ s⁻¹.

These rates depend exponentially on the barriers. A hopping barrier lower by $k_BT\ln10\approx0.06$ eV gives ten times as many hops, and one hop in 1 s is reached at $k_BT\ln(2\times10^{13})\approx0.79$ eV. The hopping barrier is not the binding energy: values reported for oxygen atoms on some close-packed metal surfaces lie below 0.79 eV, although the atoms are strongly bound. On such a surface, or on a hot one, vacancies meet and refill, and the layer does not jam. With hops added to the chain at a barrier of 0.7 eV, the coverage after 1 s is already about 0.95.

**Radicals after ignition.** Let oxygen atoms have 1% of the same total pressure, at the same temperature, and stick on a vacancy with probability 0.1. Their mass is half that of the molecule, which raises the flux at given partial pressure by $\sqrt2$. The capture rate per vacancy is

$$0.1\times0.01\times\sqrt2\times5378\ \text{s}^{-1}=7.6\ \text{s}^{-1},$$

so a vacancy lasts about 130 ms. If capture were the only new process, coverage would rise from 0.865 toward 1. Arriving atoms may also recombine with adsorbed ones and reopen sites, which this estimate omits.

**Beside a real reactor.** A pressure of some mTorr is ordinary for low-pressure plasma processing. A clean, perfectly ordered row surface is not: reactor walls are commonly rough, disordered and already covered. Initial sticking varies widely between surfaces; in the model it sets the time scale and leaves the jamming coverage alone. Filling a chamber can also take longer than the tens of milliseconds found here, in which case the integrated rate replaces $kt$. A running plasma breaks the assumption that no radicals arrive, and in the example their capture could fill the whole 13.5% of vacancies. Ions also strike the surface and may remove adsorbed atoms, which the model leaves out. Oxygen often adsorbs through a mobile molecular precursor that searches for a vacant pair. If a molecule may take up to five random steps along the row before leaving, the relative sticking near $\theta=0.5$ is about 0.6 instead of 0.33, and the row jams near 0.89. Fragments that fly apart on dissociation, and oxide growth below the surface, can also change the result; their effect has not been estimated. The value $1-e^{-2}$ thus describes direct dissociative adsorption on long, initially empty rows with equal pair rates and immobile atoms, not the steady coverage of a wall under a discharge.

All numerical values are calculated from the stated model.
